# Symmetric Positive Definite Radiosity Equations for Neutral Flux in Trenches

## 1. The physical situation

Oxygen atoms from a plasma enter a trench much narrower than their mean free path. An atom flies straight to a surface, where it is either lost by reaction or recombination or sent back into the trench. Where the supply of atoms limits the reaction, the growth or etch rate at the bottom depends on how many arrive there, often after many wall collisions.

Divide the surface into $N$ flat patches of area $A_i$. A patch returns a fraction $r_i$ of the arriving atoms and loses $1-r_i$. The question is how to arrange the linear equations for the outgoing fluxes so that conjugate gradients can solve them. The guarantees of that method need a symmetric matrix. Multiplying each equation by its patch area gives one only when all patches that exchange atoms have the same reflectivity. In general the weight must be $A_i/r_i$.

The assumptions are collisionless flight, a steady state, re-emission by the cosine law without memory of the incoming direction, and outgoing flux uniform over each patch. At first $0<r_i<1$; the end points are treated in Section 5.

## 2. Flux balance and reciprocity

Let $B_i$ be the outgoing flux, $H_i$ the mean incident flux, and $F_{ij}$ the fraction of atoms leaving patch $i$ that next hit patch $j$. Under the cosine law, the fraction emitted into solid angle $d\Omega$ at angle $\theta$ from the normal is $\cos\theta\,d\Omega/\pi$. An element $dA'$ at distance $d$, tilted by $\theta'$, fills $d\Omega=\cos\theta'\,dA'/d^2$. Averaging over the emitting patch and multiplying by its area gives

$$
K_{ij}\equiv A_iF_{ij}=\int_{A_i}\!\int_{A_j}
\frac{\cos\theta\cos\theta'}{\pi d^2}\,V\,dA'\,dA ,
$$

where $V=1$ if the two points see each other and $V=0$ otherwise. Exchanging the patches leaves the integral unchanged, so

$$
K_{ij}=K_{ji},\qquad A_iF_{ij}=A_jF_{ji}.
$$

This is reciprocity. Flat patches have $K_{ii}=0$.

Let the opening, labelled $o$, admit an isotropic thermal flux $J_0$. Arrivals at patch $i$ per unit time are

$$
A_iH_i=\sum_j A_jF_{ji}B_j+A_oF_{oi}J_0
=\sum_jK_{ij}B_j+A_iD_i ,
$$

with $D_i=F_{io}J_0$ the direct incident flux. Without desorption of its own, a patch emits $B_i=r_iH_i$, hence

$$
B_i=E_i+r_i\sum_jF_{ij}B_j,\qquad E_i=r_iD_i. \tag{1}
$$

### Exchange areas in a long trench

For a trench uniform along $y$, areas are taken per unit length and become segment widths. Let $u_t$ and $u_y$ be the components of the flight direction tangential to the emitting surface, across and along the trench. Since $du_t\,du_y=\cos\theta\,d\Omega$, the cosine law fills the unit disc in $(u_t,u_y)$ uniformly. At fixed $u_y$, $u_t$ is therefore uniform between $\pm\sqrt{1-u_y^2}$. The direction projected onto the cross-section has length $\sqrt{1-u_y^2}$, so the projected angle $\varphi$ from the normal satisfies

$$
\sin\varphi=\frac{u_t}{\sqrt{1-u_y^2}},
$$

which is uniform on $[-1,1]$ for every $u_y$. A point thus sends the fraction $\tfrac12|\sin\varphi_d-\sin\varphi_c|$ to a visible segment with end points $c,d$.

Let the emitting point $p$ move along its segment from $a$ to $b$, with arc length $s$. For a fixed target $q$, $d|q-p|/ds=-\sin\varphi_q$, and therefore

$$
\int_a^b\sin\varphi_q\,ds=|q-a|-|q-b|.
$$

In a convex cross-section $\sin\varphi_d-\sin\varphi_c$ keeps its sign along the segment, so the absolute value can be taken after integration:

$$
K_{ij}=\tfrac12\bigl|\,|a-d|+|b-c|-|a-c|-|b-d|\,\bigr| . \tag{2}
$$

This crossed-strings formula holds for distinct segments; $K_{ii}$ is set to zero. It is symmetric under exchange of the segments.

Evaluating the emission fraction at the midpoint of patch $i$ alone does not preserve this symmetry, because the average over the emitter is missing. Formula (2) preserves it, as does any quadrature of the double integral that treats both patches alike. Symmetry alone does not make such a quadrature accurate: a coarse one can still violate the particle balance (4) below.

## 3. The weight that restores symmetry

Write $A$ and $R$ for the diagonal matrices of areas and reflectivities. Area weighting of (1) gives the matrix $A-RK$, whose antisymmetric defect is

$$
(A-RK)_{ij}-(A-RK)_{ji}=-r_iK_{ij}+r_jK_{ji}=(r_j-r_i)K_{ij}.
$$

It vanishes only if $r_i=r_j$ wherever $K_{ij}\ne0$. Multiplying row $i$ of (1) by $A_i/r_i$ instead gives

$$
\frac{A_i}{r_i}B_i-\sum_jK_{ij}B_j=\frac{A_i}{r_i}E_i=A_iD_i,
$$

or

$$
MB=b,\qquad M=AR^{-1}-K,\qquad b=AR^{-1}E=AD. \tag{3}
$$

Each row now has a direct meaning: all arrivals at a patch, minus those from other patches, equal those from the opening.

Among row weights the choice is unique up to a common factor if the patches form one connected exchange network. A general weight $w_i$ produces off-diagonal entries $-w_ir_iK_{ij}/A_i$. Symmetry requires $w_ir_i/A_i=w_jr_j/A_j$ across every exchanging pair, hence throughout the network.

If a patch also desorbs atoms at a known rate $g_i$, then $E_i=g_i+r_iD_i$ and $b_i=A_iD_i+A_ig_i/r_i$. The matrix is unchanged.

## 4. Positive definiteness

Every emitted atom reaches a patch or the opening:

$$
\sum_jK_{ij}+K_{io}=A_i. \tag{4}
$$

For any real vector $x$, use $x_ix_j=\tfrac12(x_i^2+x_j^2)-\tfrac12(x_i-x_j)^2$. By symmetry of $K$, the two square terms contribute equally, so

$$
\sum_{ij}K_{ij}x_ix_j=\sum_i(A_i-K_{io})x_i^2
-\tfrac12\sum_{ij}K_{ij}(x_i-x_j)^2 .
$$

Subtracting this from $\sum_iA_ix_i^2/r_i$ yields

$$
x^{T}Mx=\sum_iA_i\Bigl(\frac1{r_i}-1\Bigr)x_i^2
+\sum_iK_{io}x_i^2+\frac12\sum_{ij}K_{ij}(x_i-x_j)^2. \tag{5}
$$

No term is negative, and for $0<r_i<1$ the first is positive unless $x=0$. Thus $M$ is symmetric positive definite. The three terms express surface loss, escape and exchange between unequal patches.

Summing the arrival balance over $i$ and using (4) also gives particle conservation:

$$
A_oJ_0=\sum_iA_i(1-r_i)H_i+\sum_iK_{io}B_i. \tag{6}
$$

The left side is the inflow, because a flat opening does not see itself.

## 5. End points and spectrum

**Perfect reflection.** If every $r_i=1$, the first term of (5) vanishes. In a connected cavity the exchange term is zero only for constant $x$, and the escape term then forces that constant to zero if any patch sees the opening. The matrix remains positive definite. In a sealed, perfectly reflecting cavity nothing fixes the constant: $M\mathbf 1=0$, so a steady solution, if one exists, is not unique. With a net source inside the cavity there is none.

**Perfect absorption.** At $r_i=0$ the weight diverges, but $B_i=E_i$ is known. Delete row and column $i$ and move $K_{ji}E_i$ to the right side of each remaining row $j$. The remaining matrix is a principal block of the same form, with the black patch acting as an additional exit.

For $E=RD$ there is an alternative without elimination. Set $B=(R/A)^{1/2}y$ and multiply (3) by $(R/A)^{1/2}$:

$$
(I-S)y=(AR)^{1/2}D,\qquad
S=R^{1/2}A^{-1/2}KA^{-1/2}R^{1/2}. \tag{7}
$$

No division by $r_i$ remains, and a black patch simply has $y_i=B_i=0$.

**Condition number.** For positive $r_i$, $S=(A/R)^{1/2}(RF)(A/R)^{-1/2}$, so $S$ and $RF$ have the same eigenvalues. The entries of $RF$ are nonnegative and its row sums do not exceed $r_{\max}$. Taking the largest component of an eigenvector shows that $|\lambda(S)|\le r_{\max}$. Since $S$ depends continuously on $r$, this also covers black patches. Therefore

$$
1-r_{\max}\le\lambda(I-S)\le1+r_{\max},\qquad
\kappa\le\frac{1+r_{\max}}{1-r_{\max}}, \tag{8}
$$

where $\kappa$ is the ratio of largest to smallest eigenvalue of $I-S$. The bound is for $r_{\max}<1$ and ignores escape, so it can be pessimistic.

**Deep, lossless trench.** A trench of width $w$ and depth $h$ has total surface $2h+w$. For $r_i=1$, insert the uniform flux $x=\mathbf1$ into the quotient $x^TMx/x^TAx$. The numerator is the total exchange with the opening, $w$, so

$$
\lambda_{\min}\le\frac{w}{2h+w}.
$$

The trace of $I-S$ is $N$, so its largest eigenvalue is at least one. Hence $\kappa\ge(2h+w)/w$: without surface loss, conditioning worsens at least linearly with depth at fixed width. The bound is far from sharp: for $w=100$ nm and 25 nm patches, $\kappa$ is about 81, 239, 752 and 2476 at $h=1000$, 2000, 4000 and 8000 nm, against bounds of 21, 41, 81 and 161, so over this range it grows roughly as $h^{1.6}$ to $h^{1.7}$.

## 6. Conjugate gradients and their guarantee

Let $C=I-S$ and $c=(AR)^{1/2}D$. Start from $y_0=0$, residual $g_0=c$ and direction $p_0=g_0$. While the residual is nonzero, iterate

$$
\begin{aligned}
\alpha_k&=\frac{g_k^Tg_k}{p_k^TCp_k}, &
y_{k+1}&=y_k+\alpha_kp_k,\\
g_{k+1}&=g_k-\alpha_kCp_k, &
p_{k+1}&=g_{k+1}+\beta_kp_k,
\end{aligned}
$$

with $\beta_k=g_{k+1}^Tg_{k+1}/g_k^Tg_k$. Positive definiteness keeps the denominator of $\alpha_k$ positive.

Symmetry makes this short recurrence sufficient. Suppose the residuals up to $g_k$ are mutually orthogonal and the directions up to $p_k$ satisfy $p_i^TCp_j=0$ for $i\ne j$. Since $g_j=p_j-\beta_{j-1}p_{j-1}$ (with no second term for $j=0$),

$$
g_{k+1}^Tg_j=g_k^Tg_j-\alpha_kp_k^TCg_j=0,\qquad j\le k.
$$

For $j<k$ both terms vanish; for $j=k$ they cancel by the choice of $\alpha_k$. Next, $Cp_j=(g_j-g_{j+1})/\alpha_j$, so

$$
p_{k+1}^TCp_j=\frac{g_{k+1}^T(g_j-g_{j+1})}{\alpha_j}
+\beta_kp_k^TCp_j .
$$

For $j<k$ this is zero. For $j=k$ it equals $-g_{k+1}^Tg_{k+1}/\alpha_k+\beta_kp_k^TCp_k$, which vanishes by the definitions of $\alpha_k$ and $\beta_k$. The induction is complete.

The directions $p_0,\ldots,p_{k-1}$ span the vectors $c,Cc,\ldots,C^{k-1}c$. The residual $g_k=Ce_k$, with error $e_k=y-y_k$, is orthogonal to that space. Thus $y_k$ minimises the energy norm $\|e\|_C=(e^TCe)^{1/2}$ within it. Every competing error has the form $q(C)e_0$, where $q$ is a polynomial of degree at most $k$ with $q(0)=1$. Expansion in eigenvectors gives

$$
\frac{\|e_k\|_C}{\|e_0\|_C}\le\min_q\max_{\lambda_{\min}\le\lambda\le\lambda_{\max}}|q(\lambda)|.
$$

Choose the Chebyshev polynomial $T_k$, mapped so that its argument runs over $[-1,1]$ on the spectral interval, and divide by its value at $\lambda=0$. On the spectral interval the magnitude of this quotient is at most $1/T_k(\xi)$, with $\xi=(\kappa+1)/(\kappa-1)$. Using $T_k(\xi)=\tfrac12(\tau^k+\tau^{-k})$ and

$$
\tau=\xi+\sqrt{\xi^2-1}=\frac{\sqrt\kappa+1}{\sqrt\kappa-1},
$$

we obtain

$$
\frac{\|e_k\|_C}{\|e_0\|_C}\le
2\left(\frac{\sqrt\kappa-1}{\sqrt\kappa+1}\right)^k. \tag{9}
$$

For positive $r_i$ the scaling can stay implicit. With $P=AR^{-1}$, $x$ for the iterate of $B$, and $g,p$ now unscaled, start from $x=0$, $g=b$, $z=P^{-1}g$, $p=z$ and repeat:

1. $\alpha=g^Tz/(p^TMp)$; save $\rho=g^Tz$.
2. $x\leftarrow x+\alpha p$ and $g\leftarrow g-\alpha Mp$.
3. $z=P^{-1}g$, $\beta=g^Tz/\rho$, $p\leftarrow z+\beta p$.

This is diagonal preconditioning of (3). The error in $B$, measured with $M$, equals the scaled error measured with $C$, so (9) applies unchanged.

## 7. Worked trench

Take $w=100$ nm and $h=1000$ nm. The loss probability is 0.05 on the upper 300 nm of both walls (the collar), 0.005 below and 0.2 on the floor. The patches are 15, 20 and 10 nm wide in these zones, 120 in all.

The exchange areas from (2) agree with a 48-point average of the angular emission fractions to $1.9\times10^{-14}$ of the largest exchange area. Midpoint emission instead gives a reciprocity defect of 0.225, relative to the largest exchange area between trench patches. On the same scale, area weighting alone leaves a defect of 0.195. This equals the reflectivity difference $0.995-0.8$ between lower wall and floor, whose corner patches have the largest $K_{ij}$.

### Solver behaviour

The eigenvalues of $I-S$ run from 0.04437 to 1.92606, so $\kappa=43.4$. Bound (8) gives $1.995/0.005=399$; escape and the lossier patches make the actual system much better conditioned. With all $r_i=1$ the smallest eigenvalue is 0.0240, below the limit $100/2100=0.0476$ from Section 5.

For a relative energy error of $10^{-8}$, (9) guarantees success in 63 steps:

$$
\frac{\sqrt{43.41}-1}{\sqrt{43.41}+1}=0.7364,\qquad
\frac{\ln(2\times10^8)}{-\ln0.7364}\approx62.5 .
$$

Conjugate gradients needed 16. The reference is a direct solution of the unsymmetric equations (1). Adding one bounce at a time, $B\leftarrow R(D+FB)$, needed 393 iterations. Its error contracts at least by the factor $1-0.04437=0.9556$ per bounce, which guarantees about 406.

At step 16 the relative energy error was $1.0\times10^{-9}$. The same recurrence applied to the area-only matrix, with diagonal preconditioner $A$, had reached $1.9\times10^{-5}$. Continued, it still converges in this example, reaching $10^{-8}$ after 31 steps, about twice as many. The orthogonality argument and bound (9) no longer protect it, so this convergence is observed, not guaranteed.

### Flux and fate of the atoms

Relative to $J_0$, the incident wall flux falls from 0.842 at 7.5 nm depth to 0.485 at 650 nm and 0.390 at 990 nm. The floor receives 0.452 on average, more than the wall beside it. Part of this is direct view. From (2), the floor's direct flux is

$$
\frac{\sqrt{h^2+w^2}-h}{w}=0.050,
$$

whereas a wall point at depth $z=990$ nm receives $\tfrac12(1-z/\sqrt{z^2+w^2})=0.003$. This accounts for 0.047 of the difference of 0.062; the remainder is re-emitted flux.

The floor consumes $0.2\times0.4517=0.0903$ of the entering atoms. The collar takes 0.2035, the lower wall 0.0339, and 0.6722 escape. These sum to one, as (6) requires.

Three-dimensional tracing of 200,000 atoms, without exchange areas, gives a floor loss of $0.0889\pm0.0006$ (one standard error). The radiosity result on a mesh twice as fine is 0.0903, about 2.2 standard errors higher. All four fractions passed a test allowing five standard errors plus the mesh change. Halving the patch widths changes the floor loss by less than 0.1%. The mean floor flux moves from 0.4517 to 0.4514 and settles at 0.4513 on finer meshes, so the last digit of the values 0.452 and 0.4517 belongs to the 120-patch mesh.

### Conversion to an absolute flux

In atomic units, with temperature $T$ expressed as an energy, a gas of pressure $p$ has density $p/T$. The mean one-way normal velocity, counting receding atoms as zero, is $\sqrt{T/(2\pi m)}$ for atomic mass $m$. Hence

$$
J_0=\frac{p}{\sqrt{2\pi mT}} .
$$

For 1 mTorr of O at 500 K this is 3927.5 nm$^{-2}$ s$^{-1}$. The floor receives $0.4517\times3927.5=1774$ nm$^{-2}$ s$^{-1}$, or $1.77\times10^{17}$ cm$^{-2}$ s$^{-1}$. Mesh refinement lowers the first figure to about 1772.

## 8. Relation to a real process

The example lies in the rough regime of oxygen-plasma atomic layer deposition: tens of mTorr of O$_2$, here 50 mTorr, and a substrate near 500 K. The O pressure depends strongly on the plasma source; 1 mTorr is a round choice. Atom loss on oxides varies over decades and is often below 0.01, so the collar value of 0.05 is high for an oxide. A floor value of 0.2 represents a strongly recombining surface, such as some metals. The result is sensitive to these inputs: doubling both wall values at fixed floor loss lowers the floor consumption by 20.5%.

Other departures matter too. With 10% specular reflection the traced floor loss is $0.0958\pm0.0009$, about 6% above the fine radiosity result, which is the better reference because the traced diffuse value carries sampling noise of its own. Specular reflection also invalidates (1), because the outgoing direction then depends on the incoming one. A trench only 1000 nm long, with end walls like its side walls, gives $0.0797\pm0.0009$, a reduction of about 12% against the same reference. For that geometry $K$ must be computed in three dimensions; the weighting and proof remain valid.

Gas collisions are minor here. With a rough collision diameter of 0.35 nm, the free path of O in O$_2$ is about $2.2\times10^6$ nm, against a mean total path of 2180 nm in the trench. Their ratio gives a collision chance of roughly $10^{-3}$.

The steady state is also well separated from surface change. At a mean thermal speed of 813 m/s, the mean residence time is 2.7 ns. If every lost atom consumed one of 5 sites per nm$^2$, a rough density, the fastest patch would be used up in 14 ms. Reflectivities may therefore drift during a longer pulse, but (3) can be solved anew with the current values at each surface time step. Ions, surface diffusion and incomplete thermal accommodation are outside this model, and their effect has not been sized.

The remaining values are listed in the numerical output.

## Computed results

```
Trench width, depth, collar depth: 100, 1000, 300 nm
Loss probability collar, lower wall, floor: 0.05, 0.005, 0.2
Temperature: 500 K
Pressure of O and of O2: 1, 50 mTorr
Rough collision diameter: 0.35 nm; site density: 5.0 nm^-2
Number of patches: 120
Patch widths collar, lower, floor: 15, 20, 10 nm
Reciprocity error, angular integration: 1.1e-14
Crossed-string error: 1.9e-14; closure error: 3.3e-16
Crossed-string error with only 16 angular points: 9.2e-09
Midpoint reciprocity defect / largest K: 0.225
Area-only symmetry defect / largest K: 0.195
Area/reflectivity symmetry defect / largest K: 2.9e-15
Trial energy, matrix and sum of squares: 2107.878775, 2107.878775 nm
Scaled eigenvalues, smallest and largest: 0.04437, 1.92606
Condition number and its bound: 43.41, 399.00
Smallest scaled eigenvalue, open trench with r=1: 0.02398
Smallest eigenvalue, sealed trench with r=1: -7.6e-14 nm
CG steps to energy error 1e-8: 16; guaranteed by: 63
Bounce iterations to energy error 1e-8: 393
CG energy error at that step: 1.04e-09
Area-only CG energy error at that step: 1.85e-05
Relative incident flux on wall at 7.5 nm: 0.8420
Relative incident flux on wall at 292.5 nm: 0.5801
Relative incident flux on wall at 310.0 nm: 0.5754
Relative incident flux on wall at 650.0 nm: 0.4850
Relative incident flux on wall at 990.0 nm: 0.3900
Relative incident flux on floor, mean: 0.4517
Fraction collar loss: CG 0.20352, fine 0.20349, traced 0.20355 +/- 0.00090
Fraction lower-wall loss: CG 0.03393, fine 0.03392, traced 0.03459 +/- 0.00041
Fraction floor loss: CG 0.09034, fine 0.09027, traced 0.08887 +/- 0.00064
Fraction escape: CG 0.67221, fine 0.67232, traced 0.67299 +/- 0.00105
Particle balance error: 2.1e-14
Entering O flux: 3927.5 nm^-2 s^-1
Floor incident O flux: 1774.0 nm^-2 s^-1
Floor incident O flux, converted: 1.774e+17 cm^-2 s^-1
Mean thermal speed of O: 813.4 m/s
Gas mean free path: 2.197e+06 nm
Mean total path in trench: 2180 nm
Path / free path (rough collision chance): 9.9e-04
Mean residence time: 2.68 ns
Shortest site-consumption time: 14.01 ms
Floor loss with 10% specular: 0.09576 +/- 0.00093
Floor loss, trench length 1000 nm: 0.07965 +/- 0.00086
Floor loss with doubled wall loss: 0.07180
Relative changes of floor loss: specular +0.078, length -0.104, doubled wall loss -0.205
```
